# Why semilocal functionals delocalise small polarons: a two-site account: a numerical check

```python
"""
Result under test: a site energy lying (U/2) n (1-n) below the straight line
between integer charges destroys a two-site small polaron when S - U/2 < t,
and a correction fixed by piecewise linearity restores it.

Symbols (Hartree atomic units):
  t      hopping between the two sites
  K, g   stiffness of a site mode and its coupling to the site charge
  S      g^2/(2K), lattice energy released by a fully localised electron
  U      curvature of the site energy against fractional charge
  alpha  strength of the added term (alpha/2) sum n_i (1-n_i)
  u      U - alpha, curvature that is left
  n1,n2  site charges;  N = n1 + n2 is the total charge
  q      fractional electron number of a hydrogen atom
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize, minimize_scalar
from pyscf import dft, gto

EV = physical_constants["Hartree energy in eV"][0]

# ---------- hydrogen: where the curvature comes from ----------
s_basis = {"H": [[0, [0.04 * 2.2**k, 1.0]] for k in range(12)]}
n_basis = 12
distance = 10.0
atom = gto.M(atom="H 0 0 0", basis=s_basis, spin=1, verbose=0)
dimer = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, distance)]], unit="Bohr",
              basis=s_basis, charge=1, spin=1, verbose=0)
one_site = np.eye(n_basis)
shared = np.vstack([np.eye(n_basis), np.eye(n_basis)])  # equal weight on both


def prepare(mol, functional):
    mf = dft.UKS(mol)
    mf.verbose = 0
    mf.xc = functional
    mf.grids.build()
    return mf


def energy_and_potential(mf, dm):
    v = mf.get_veff(mf.mol, np.array([dm, np.zeros_like(dm)]))
    energy = np.sum(dm * mf.get_hcore()) + v.ecoul + v.exc
    return float(energy + mf.mol.energy_nuc()), np.asarray(v)[0]


def one_orbital_scf(mol, functional, charge, shapes):
    """Self-consistent energy and level of one orbital holding `charge`."""
    mf = prepare(mol, functional)
    h = mf.get_hcore()
    overlap = shapes.T @ mf.get_ovlp() @ shapes
    levels, vectors = eigh(shapes.T @ h @ shapes, overlap)
    orbital = shapes @ vectors[:, 0]
    dm = charge * np.outer(orbital, orbital)
    old_level = levels[0]
    for _ in range(150):
        energy, potential = energy_and_potential(mf, dm)
        levels, vectors = eigh(shapes.T @ (h + potential) @ shapes, overlap)
        orbital = shapes @ vectors[:, 0]
        new_dm = charge * np.outer(orbital, orbital)
        if abs(levels[0] - old_level) < 1e-9:
            return energy, levels[0]
        old_level = levels[0]
        dm = 0.5 * dm + 0.5 * new_dm
    raise RuntimeError("self-consistency not reached")


# frozen 1s orbital: Hartree and local exchange scale differently with charge
local_x = prepare(atom, "LDA,")
bare_levels, bare_vectors = eigh(local_x.get_hcore(), local_x.get_ovlp())
bare_level = bare_levels[0]
frozen_dm = np.outer(bare_vectors[:, 0], bare_vectors[:, 0])
hartree_1s = 5 / 16
exchange_1s = (2**(1 / 3) * 0.75 * (3 / np.pi)**(1 / 3)
               * np.pi**(-1 / 3) * 27 / 64)
for q in (0.1, 0.25, 0.5, 1.0):
    on_grid = energy_and_potential(local_x, q * frozen_dm)[0]
    formula = -q / 2 + hartree_1s * q**2 - exchange_1s * q**(4 / 3)
    assert abs(on_grid - formula) < 3e-4  # finite Gaussian basis

pbe = {q: one_orbital_scf(atom, "PBE", q, one_site)
       for q in (0.05, 0.25, 0.45, 0.5, 0.55, 0.75, 1.0)}
exact_half = one_orbital_scf(atom, "HF", 0.5, one_site)[0]
exact_full = one_orbital_scf(atom, "HF", 1.0, one_site)[0]
assert abs(exact_half - exact_full / 2) < 1e-7
assert abs(exact_full + 0.5) < 1e-4

midpoint_gap = pbe[0.5][0] - pbe[1.0][0] / 2
U_atom = -8 * midpoint_gap
slope_difference = pbe[1.0][1] - bare_level
assert midpoint_gap < -0.02
assert pbe[0.25][1] < pbe[0.5][1] < pbe[0.75][1] < pbe[1.0][1]
assert pbe[0.05][1] < bare_level  # concave sliver at very small charge
numerical_slope = (pbe[0.55][0] - pbe[0.45][0]) / 0.1
assert abs(numerical_slope - pbe[0.5][1]) < 1e-3

# two centres sharing one electron
dimer_pbe = one_orbital_scf(dimer, "PBE", 1.0, shared)[0]
dimer_exact = one_orbital_scf(dimer, "HF", 1.0, shared)[0]
dimer_shift = dimer_pbe - pbe[1.0][0]
predicted_shift = -(U_atom - 1 / distance) / 4
# the remaining difference is weak bonding and polarisation at this distance
assert abs(dimer_shift - predicted_shift) < 2e-3
assert abs(dimer_exact - exact_full) < 2e-3

# ---------- two-site polaron ----------
t, K, g, U = 0.010, 0.24, 0.12, 0.050
S = g**2 / (2 * K)


def energy_parts(state, hop, u):
    """Hopping, lattice and self-interaction energy of one electron."""
    angle, x1, x2 = state
    n = np.array([np.cos(angle)**2, np.sin(angle)**2])
    x = np.array([x1, x2])
    return np.array([-hop * np.sin(2 * angle),
                     np.sum(K * x**2 / 2 - g * x * n),
                     -u / 2 * np.sum(n * (1 - n))])


symmetric = np.array([np.pi / 4, g / (2 * K), g / (2 * K)])
localised = np.array([0.0, g / K, 0.0])


def relax(hop, u):
    """Lowest state over orbital and lattice, started from a trapped electron."""
    best = None
    for start in ([0.15, 0.45, 0.03], [0.6, 0.3, 0.2]):
        found = minimize(lambda s: energy_parts(s, hop, u).sum(), start,
                         method="Nelder-Mead",
                         options=dict(xatol=1e-7, fatol=1e-15,
                                      maxiter=3000, maxfev=6000))
        if best is None or found.fun < best.fun:
            best = found
    m = abs(np.cos(2 * best.x[0]))
    gain = best.fun - energy_parts(symmetric, hop, u).sum()
    return m, gain, best.fun


def closed_form(hop, u):
    A = S - u / 2
    if A <= hop:
        return 0.0, 0.0
    return np.sqrt(1 - (hop / A)**2), -(A - hop)**2 / (2 * A)


for hop in (0.010, 0.013):
    for u in (-0.025, 0.0, 0.02, 0.025, 0.05, 0.07):
        m_num, gain_num, _ = relax(hop, u)
        m_formula, gain_formula = closed_form(hop, u)
        assert abs(m_num - m_formula) < 1e-4
        assert abs(gain_num - gain_formula) < 1e-8

budget = energy_parts(localised, t, U) - energy_parts(symmetric, t, U)
assert np.allclose(budget, [t, -S / 2, U / 4], atol=1e-12)


def softest_curvature(u):
    """Smallest Hessian eigenvalue at the shared-electron state."""
    step = 1e-3
    shifts = step * np.eye(3)
    hessian = np.zeros((3, 3))
    for i in range(3):
        for j in range(3):
            for a in (1, -1):
                for b in (1, -1):
                    point = symmetric + a * shifts[i] + b * shifts[j]
                    hessian[i, j] += a * b * energy_parts(point, t, u).sum()
    return np.linalg.eigvalsh(hessian / (4 * step**2))[0]


U_critical = brentq(softest_curvature, 0.0, 0.1)
assert abs(U_critical - 2 * (S - t)) < 1e-5

# ---------- fractional total charge at a frozen lattice ----------


def frozen_lattice(N, x, u):
    """Electronic energy and level for total charge N."""
    def energy(angle):
        n = N * np.array([np.cos(angle)**2, np.sin(angle)**2])
        return (-t * N * np.sin(2 * angle) - g * np.dot(x, n)
                + u / 2 * np.sum(n**2 - n))
    angles = np.linspace(0, np.pi / 2, 201)
    k = int(np.argmin([energy(a) for a in angles]))
    low, high = angles[max(k - 1, 0)], angles[min(k + 1, 200)]
    found = minimize_scalar(energy, bounds=(low, high), method="bounded",
                            options=dict(xatol=1e-11))
    n = N * np.array([np.cos(found.x)**2, np.sin(found.x)**2])
    matrix = np.diag(-g * np.array(x) + u * (n - 0.5))
    matrix[0, 1] = matrix[1, 0] = -t
    return found.fun, np.linalg.eigvalsh(matrix)[0]


def mean_curvature(x, u):
    e0, e_half, e1 = [frozen_lattice(N, x, u)[0] for N in (0.0, 0.5, 1.0)]
    return (e1 - 2 * e_half + e0) / 0.25


def level_shift(x, u):
    return frozen_lattice(1.0, x, u)[1] - frozen_lattice(0.0, x, u)[1]


x_even, x_trap = symmetric[1:], localised[1:]
slope = (frozen_lattice(0.71, x_trap, U)[0]
         - frozen_lattice(0.69, x_trap, U)[0]) / 0.02
assert abs(slope - frozen_lattice(0.7, x_trap, U)[1]) < 1e-5
curvature_even = mean_curvature(x_even, U)
curvature_trap = mean_curvature(x_trap, U)
assert abs(curvature_even - U / 2) < 1e-8
assert curvature_trap > 1.2 * curvature_even
for x in (x_even, x_trap):
    for u in (0.01, 0.03, 0.05):
        assert level_shift(x, u) >= u / 2 - 1e-8
        assert level_shift(x, -u) <= -u / 2 + 1e-8

alpha_trap = brentq(lambda a: level_shift(x_trap, U - a), 0.0, 0.12)
alpha_even = brentq(lambda a: level_shift(x_even, U - a), 0.0, 0.12)
assert abs(alpha_trap - U) < 1e-6 and abs(alpha_even - U) < 1e-6
assert abs(mean_curvature(x_trap, U - alpha_trap)) < 1e-6


def exact_surface(x):
    """Lattice energy plus the lowest eigenvalue of one real electron."""
    matrix = np.array([[-g * x[0], -t], [-t, -g * x[1]]])
    return K / 2 * np.dot(x, x) + np.linalg.eigvalsh(matrix)[0]


exact = minimize(exact_surface, [0.4, 0.05], method="Nelder-Mead",
                 options=dict(xatol=1e-8, fatol=1e-15, maxiter=2000))
exact_gain = exact.fun - exact_surface(x_even)
m_cured, gain_cured, total_cured = relax(t, U - alpha_trap)
assert abs(total_cured - exact.fun) < 1e-7
assert abs(gain_cured - exact_gain) < 1e-7
assert abs((1 + m_cured) / 2 - K * exact.x[0] / g) < 1e-4

# ---------- output ----------
print("HYDROGEN, energies in hartree")
print(f"frozen 1s Hartree coefficient       {hartree_1s:.4f}")
print(f"frozen 1s local exchange X          {exchange_1s:.4f}")
print(f"exact exchange E(1/2)               {exact_half:.4f}")
print(f"exact exchange E(1)                 {exact_full:.4f}")
print(f"PBE E(1/2)                          {pbe[0.5][0]:.4f}")
print(f"PBE E(1)                            {pbe[1.0][0]:.4f}")
print(f"PBE E(1/2) minus chord              {midpoint_gap:.4f}")
print(f"U from the midpoint                 {U_atom:.4f}")
print(f"level at q = 0                      {bare_level:.4f}")
for q in (0.05, 0.25, 0.5, 0.75, 1.0):
    print(f"PBE level at q = {q:4.2f}               {pbe[q][1]:.4f}")
print(f"PBE level(1) - level(0)             {slope_difference:.4f}")
print(f"H2+ distance (bohr)                 {distance:.1f}")
print(f"H2+ exact exchange energy           {dimer_exact:.4f}")
print(f"H2+ PBE energy                      {dimer_pbe:.4f}")
print(f"H2+ PBE minus PBE H atom            {dimer_shift:.4f}")
print(f"predicted -(U - 1/R)/4              {predicted_shift:.4f}")
print("TWO-SITE MODEL, energies in hartree")
print(f"hopping t                           {t:.4f}")
print(f"stiffness K (hartree/bohr^2)        {K:.2f}")
print(f"coupling g (hartree/bohr)           {g:.2f}")
print(f"lattice energy S                    {S:.4f}")
print(f"curvature U                         {U:.4f}")
print(f"full localisation: hopping          {budget[0]:+.4f}")
print(f"full localisation: lattice          {budget[1]:+.4f}")
print(f"full localisation: self-repulsion   {budget[2]:+.4f}")
print(f"sum without self-repulsion          {budget[:2].sum():+.4f}")
print(f"sum with self-repulsion             {budget.sum():+.4f}")
print(f"critical U from Hessian             {U_critical:.4f}")
print(f"E(N) curvature, even lattice        {curvature_even:.4f}")
print(f"E(N) curvature, trapping lattice    {curvature_trap:.4f}")
print(f"tuned alpha, trapping lattice       {alpha_trap:.4f}")
print(f"tuned alpha, even lattice           {alpha_even:.4f}")
print("alpha, larger site charge, energy gain of localisation")
for alpha in (0.0, 0.025, 0.050, 0.075):
    m_value, gain, _ = relax(t, U - alpha)
    print(f"  {alpha:.3f}   {(1 + m_value) / 2:.3f}   {abs(gain):.5f}")
print(f"exact gain by diagonalisation       {-exact_gain:.5f}")
print(f"exact gain (eV)                     {-exact_gain * EV:.3f}")
print(f"critical U (eV)                     {U_critical * EV:.3f}")
print(f"model U (eV)                        {U * EV:.3f}")
print(f"exact displacement, site 1 (bohr)   {exact.x[0]:.3f}")
print(f"exact displacement, site 2 (bohr)   {exact.x[1]:.3f}")
print("no test failed")
```

Output:

```
HYDROGEN, energies in hartree
frozen 1s Hartree coefficient       0.3125
frozen 1s local exchange X          0.2680
exact exchange E(1/2)               -0.2500
exact exchange E(1)                 -0.5000
PBE E(1/2)                          -0.3032
PBE E(1)                            -0.5000
PBE E(1/2) minus chord              -0.0532
U from the midpoint                 0.4258
level at q = 0                      -0.5000
PBE level at q = 0.05               -0.6583
PBE level at q = 0.25               -0.6201
PBE level at q = 0.50               -0.5107
PBE level at q = 0.75               -0.3928
PBE level at q = 1.00               -0.2791
PBE level(1) - level(0)             0.2209
H2+ distance (bohr)                 10.0
H2+ exact exchange energy           -0.5003
H2+ PBE energy                      -0.5816
H2+ PBE minus PBE H atom            -0.0816
predicted -(U - 1/R)/4              -0.0815
TWO-SITE MODEL, energies in hartree
hopping t                           0.0100
stiffness K (hartree/bohr^2)        0.24
coupling g (hartree/bohr)           0.12
lattice energy S                    0.0300
curvature U                         0.0500
full localisation: hopping          +0.0100
full localisation: lattice          -0.0150
full localisation: self-repulsion   +0.0125
sum without self-repulsion          -0.0050
sum with self-repulsion             +0.0075
critical U from Hessian             0.0400
E(N) curvature, even lattice        0.0250
E(N) curvature, trapping lattice    0.0419
tuned alpha, trapping lattice       0.0500
tuned alpha, even lattice           0.0500
alpha, larger site charge, energy gain of localisation
  0.000   0.500   0.00000
  0.025   0.910   0.00161
  0.050   0.971   0.00667
  0.075   0.986   0.01243
exact gain by diagonalisation       0.00667
exact gain (eV)                     0.181
critical U (eV)                     1.088
model U (eV)                        1.361
exact displacement, site 1 (bohr)   0.486
exact displacement, site 2 (bohr)   0.014
no test failed
```
